# Transmission blocking by a strained strip in ballistic graphene

## Problem

A graphene sheet carries current along $x$. The strip $0<x<L$ is stretched uniformly, with strain components $u_{xx}=\varepsilon$ and $u_{yy}=u_{xy}=0$. The sheet on either side is unstrained and serves as the leads. Everything is uniform along $y$, and $x$ is an armchair direction, so the interfaces run along zigzag rows. There is no disorder.

Use nearest-neighbour hopping that depends on the bond length $d$ as

$$t(d)=t_0\,e^{-\beta(d/a-1)},$$

where $a$ is the unstrained bond length. Set $\hbar=1$. The energy $E$ is measured from the Dirac point of the leads. Unless stated otherwise, the Dirac point of the strip lies at the same energy.

1. Find the displacement $\Delta$ of the strip's Dirac cones along $k_y$.
2. Find the energy $E_*$ below which no propagating mode passes through leads and strip, first for small strain and then for finite strain.
3. How does the displacement depend on the crystal direction?
4. What happens if the strip has an additional scalar energy offset $U$?
5. How wide must the strip be, and what fraction of the lead modes can pass above threshold?
6. Evaluate the result for $\varepsilon=0.01$, $L=100$ nm and a Fermi energy of 0.010 eV, with $t_0=2.7$ eV, $\beta=3$ and $a=1.42$ angstrom. Estimate the corrections that matter most.

## Solution

### 1. Displacement of the cones

Translation symmetry along $y$ conserves $k_y$. Because $u_{yy}=0$, the lattice period along $y$ is the same in strip and leads, so $k_y$ has the same meaning in both.

The unstrained bonds from an A atom to its B neighbours are $a(1,0)$ and $a(-\tfrac12,\pm\tfrac{\sqrt3}{2})$. Stretching multiplies their $x$ components by $1+\varepsilon$. Let $t_1$ be the hopping on the bond along $x$ and $t_2$ that on the other two. The Bloch sum is

$$f=t_1e^{ik_xa(1+\varepsilon)}+2t_2\cos\!\left(\tfrac{\sqrt3}{2}ak_y\right)e^{-ik_xa(1+\varepsilon)/2},\qquad |E|=|f|.$$

The overall sign of the hopping does not affect $|E|$. Write $c=|\cos(\sqrt3ak_y/2)|$. Near the Dirac points the cosine is negative, and with $\theta=\tfrac32k_xa(1+\varepsilon)$

$$|f|^2=t_1^2+4t_2^2c^2-4t_1t_2c\cos\theta=(t_1-2t_2c)^2+8t_1t_2c\sin^2\frac{\theta}{2}.\tag{1}$$

A positive cosine merely shifts $\theta$ by $\pi$. At fixed $k_y$, a real $k_x$ therefore requires

$$|t_1-2t_2c|\le|E|\le t_1+2t_2c.\tag{2}$$

The lower edge matters here. In the leads $t_1=t_2=t_0$, and this edge vanishes at $c=\tfrac12$. In the strip it vanishes at $c_s=t_1/(2t_2)$, which is possible for $t_1\le2t_2$.

The strained bond lengths are

$$d_1=a(1+\varepsilon),\qquad d_2=a\sqrt{\tfrac14(1+\varepsilon)^2+\tfrac34}\simeq a\left(1+\tfrac{\varepsilon}{4}\right).$$

To first order $t_1=t_0(1-\beta\varepsilon)$ and $t_2=t_0(1-\beta\varepsilon/4)$, so

$$c_s\simeq\tfrac12\left(1-\tfrac34\beta\varepsilon\right).$$

One lead cone lies at $k_y=K_y=4\pi/(3\sqrt3a)$, where $\sqrt3aK_y/2=2\pi/3$. Put $k_y=K_y-q$. Then

$$c=-\cos\!\left(\tfrac{2\pi}{3}-\tfrac{\sqrt3}{2}aq\right)\simeq\tfrac12-\tfrac{\sqrt3a}{2}\,\tfrac{\sqrt3}{2}\,q=\tfrac12-\tfrac34aq.$$

Setting $c=c_s$ gives $\tfrac34aq=\tfrac38\beta\varepsilon$, hence $q=\beta\varepsilon/(2a)$. Tension moves this cone towards smaller $k_y$. Since $c$ is even in $k_y$, the cone at $-K_y$ moves the other way. Compression reverses both displacements. Their magnitude is

$$\boxed{\Delta=\frac{\beta|\varepsilon|}{2a}}\tag{3}$$

From here on, $q$ is measured from the lead cone towards the strip cone of the same valley.

### 2. The threshold

With $v=\tfrac32t_0a$, the lower edge in the leads is $t_0|1-2c|\simeq v|q|$. In the strip it is $2t_2|c-c_s|\simeq v|q-\Delta|$. Replacing $t_2$ by $t_0$ in the slope changes the threshold only at second order in $\varepsilon$, since $\Delta$ is already of first order. A mode that propagates throughout must satisfy both

$$|q|\le\frac{|E|}{v},\qquad |q-\Delta|\le\frac{|E|}{v}.\tag{4}$$

Adding the two conditions and using the triangle inequality gives

$$\Delta\le|q|+|\Delta-q|\le\frac{2|E|}{v}.$$

Conversely, if $2|E|/v\ge\Delta$, the value $q=\Delta/2$ satisfies both conditions. The intervals thus first touch at

$$\boxed{E_*=\frac{v\Delta}{2}=\frac{3}{8}\beta|\varepsilon|t_0}\tag{5}$$

For $|E|<E_*$ every state arriving from a lead is evanescent in the strip. The strip itself has no spectral gap: its states near zero energy lie at $q\simeq\Delta$, which the leads cannot supply. The factor $\tfrac12$ arises because both intervals grow with energy, each covering half the distance.

For finite strain, use the edges in (2) directly. Take $t_1<t_2$, so $c_s<\tfrac12$. Between $c_s$ and $\tfrac12$ the lead edge $t_0(1-2c)$ falls with $c$, while the strip edge $2t_2c-t_1$ rises. Their larger value is smallest where they cross. Moving outside this interval does not help: above $c=\tfrac12$ the strip edge continues to rise, and below $c_s$ the lead edge is larger still. The crossing is at

$$t_0(1-2c)=2t_2c-t_1\quad\Longrightarrow\quad 2c=\frac{t_0+t_1}{t_0+t_2}.$$

Substitution in $t_0(1-2c)$ gives $t_0(t_2-t_1)/(t_0+t_2)$. For $t_2<t_1<2t_2$ the order of the zeros and both slopes are reversed, so that

$$E_*=t_0\,\frac{|t_2-t_1|}{t_0+t_2}.\tag{6}$$

Inserting $t_2-t_1\simeq\tfrac34\beta\varepsilon t_0$ and $t_0+t_2\simeq2t_0$ recovers (5). Since $c$ covers all $k_y$, formula (6) includes both valleys. A numerical search over $k_y$, with band edges taken from Bloch sums, agreed with (6) within $10^{-6}$ eV for strains of 0.01, 0.05 and $-0.02$.

### 3. Crystal direction

Let an armchair axis make an angle $\varphi$ with $x$. The three bonds then point at angles $\varphi_j=\varphi+2\pi j/3$, with $j=0,1,2$. To first order their hoppings change by $-\beta\varepsilon t_0\cos^2\varphi_j$. At the unstrained Dirac point the bond phases are $\omega^j$, with $\omega=e^{2\pi i/3}$. The stretching of the bond vectors alone rescales $k_x$ and leaves $k_y$ unchanged. The remaining displacement $\mathbf p$ must keep the Bloch sum zero:

$$\sum_j\omega^j\left(-\beta\varepsilon\cos^2\varphi_j+i\,\mathbf p\cdot\boldsymbol\delta_j\right)=0.$$

Write both terms with exponentials and set $P=p_x+ip_y$. Terms whose powers of $\omega$ do not cancel sum to zero, leaving

$$\sum_j\omega^j\cos^2\varphi_j=\tfrac34e^{2i\varphi},\qquad \sum_j\omega^j\,\mathbf p\cdot\boldsymbol\delta_j=\tfrac32aPe^{-i\varphi}.$$

Therefore

$$P=-\frac{i\beta\varepsilon}{2a}e^{3i\varphi},\qquad p_y=-\frac{\beta\varepsilon}{2a}\cos3\varphi.\tag{7}$$

At $\varphi=0$ this agrees with part 1, including the sign. At $\varphi=30^\circ$, where $x$ is a zigzag direction, the cone moves along $k_x$ and this blocking mechanism is absent. At intermediate angles the threshold becomes $E_*|\cos3\varphi|$ to first order, provided that the interfaces do not mix valleys.

### 4. A scalar offset

If the strip's Dirac point lies at energy $U$, its interval in (4) has half-width $|E-U|/v$. The intervals are disjoint when

$$|E|+|E-U|<v\Delta.\tag{8}$$

For $U>0$ the left side is $U$ when $0\le E\le U$, $2E-U$ above this range and $U-2E$ below it. If $U<v\Delta$, the blocked window is therefore

$$\frac{U-v\Delta}{2}<E<\frac{U+v\Delta}{2}.\tag{9}$$

The same formula holds for negative $U$ with $|U|<v\Delta$. The offset moves the centre of the window to $U/2$ without changing its width $v\Delta$. For $|U|>v\Delta$ there is no window. At the isolated energies $E=0$ and $E=U$ one of the intervals shrinks to a point, but the blocking does not extend over a range of energies.

Condition (8) also shows why the doping of the leads matters. If contacts raise the lead energy, measured from the lead Dirac point, to $v\Delta$ or more, the lead interval contains the strip cone and (8) no longer forbids propagation. The strip can still reduce the current, because open modes may be partly reflected.

### 5. Strip width and modes above threshold

For small $k_x$ and strain, $8t_1t_2c\sin^2(\theta/2)\simeq t_0^2\theta^2\simeq v^2k_x^2$. Equation (1) then becomes $E^2=v^2[k_x^2+(q-\Delta)^2]$. Below threshold $k_x=i\kappa$ in the strip, with

$$\kappa^2=(\Delta-q)^2-\frac{E^2}{v^2}.$$

The lead mode closest to the strip cone has $q=|E|/v$. It travels parallel to the interface, at grazing incidence, and decays most slowly:

$$\kappa_{\min}^2=\Delta^2-\frac{2\Delta|E|}{v}=\Delta^2\left(1-\frac{|E|}{E_*}\right).\tag{10}$$

The strip is wide if $2\kappa_{\min}L\gg1$. The required width diverges as $|E|$ approaches $E_*$, so a strip of finite width gives a smooth onset instead of a sharp threshold. A gradual rise of strain at the edges leaves $k_y$ conserved and does not change the threshold set by a wide uniform interior.

Above threshold the common interval is $\Delta-|E|/v\le q\le|E|/v$. Dividing its length by the lead interval $2|E|/v$ gives

$$\frac{2|E|/v-\Delta}{2|E|/v}=1-\frac{E_*}{|E|}.\tag{11}$$

This is the fraction of lead modes that can propagate in the strip. It bounds the mean transmission from above when tunnelling is negligible, because open modes may still be partly reflected.

At temperature $T$ let $\tau=k_BT$, and let $\mu$ be the Fermi energy, held fixed. The number of open modes is proportional to $|E|-E_*$ above threshold and must be averaged with $-\partial f_F/\partial E$, where $f_F$ is the Fermi function. Integration by parts gives, for positive energies,

$$\int_{E_*}^{\infty}(E-E_*)\left(-\frac{\partial f_F}{\partial E}\right)dE=\int_{E_*}^{\infty}f_F\,dE=\tau\ln\left(1+e^{(\mu-E_*)/\tau}\right).$$

Negative energies give the same expression with $\mu\to-\mu$. The thermally averaged mode fraction is thus

$$R=\frac{\ln(1+e^{(\mu-E_*)/\tau})+\ln(1+e^{(-\mu-E_*)/\tau})}{\ln(1+e^{\mu/\tau})+\ln(1+e^{-\mu/\tau})}.\tag{12}$$

### 6. Numbers and corrections

For the stated parameters

$$v=1.5(2.7)(1.42)=5.75\ \text{eV angstrom},\qquad \Delta=\frac{3(0.01)}{2(1.42)}=0.0106\ \text{angstrom}^{-1},$$

$$E_*=\tfrac38(3)(0.01)(2.7)=0.0304\ \text{eV}=0.00112\ \text{hartree}.$$

With $t_1=2.6202$ eV and $t_2=2.6798$ eV, formula (6) gives 0.0299 eV. The first-order result is 1.6 percent larger than this value.

At 0.010 eV the leads supply $|q|\le0.0017$ angstrom$^{-1}$, far short of the strip cone. The decay length of the intensity, $1/(2\kappa_{\min})$, is 5.8 nm. The exponent for the strip is $100/5.78=17.3$, and $e^{-17.3}\simeq3\times10^{-8}$. A lattice scattering calculation with abrupt interfaces gives a mean transmission of $7\times10^{-9}$ over the lead modes. The two numbers need not coincide: the exponential describes the slowest decay and omits the matching at the interfaces.

At twice the first-order threshold, 0.061 eV, half of the lead modes are open by (11). The computed mean transmission is 0.24 at this width; interference across the strip moves it between 0.25 and 0.23 as $L$ goes from 98 to 103 nm. Crossing the threshold therefore permits propagation but does not make the strip transparent.

**Sublattice relaxation.** So far the atoms have followed the macroscopic strain. In reality the two sublattices can also shift against each other. To estimate the effect, give each bond the energy $\tfrac12k_s(\delta d)^2$ and each bond angle $\tfrac12k_b(a\,\delta\vartheta)^2$. Split the strain into an isotropic part and a traceless part $u_{xx}=-u_{yy}=e$, each with $e=\varepsilon/2$. The isotropic part leaves the three hoppings equal, so it adds nothing to the hopping differences that displace the cones. Each part alone would also rescale $k_y$ geometrically, but these two rescalings cancel because $u_{yy}=0$ in total.

For the traceless part, a relative sublattice shift $u$ along $x$ changes the bond lengths by $(ea-u)(1,-\tfrac12,-\tfrac12)$. It turns the bonds through transverse displacements $(ea+u)(0,\tfrac{\sqrt3}{2},-\tfrac{\sqrt3}{2})$. The squared length factors sum to $\tfrac32$. The differences between neighbouring transverse factors have squares summing to $\tfrac92$ on each sublattice, or 9 per cell. The energy per cell is

$$W=\tfrac34k_s(ea-u)^2+\tfrac92k_b(ea+u)^2.$$

Setting $\partial W/\partial u=0$ gives $ea-u=6r(ea+u)$, with $r=k_b/k_s$. Since the two brackets add to $2ea$, the bond-length differences are reduced by

$$\rho=\frac{ea-u}{ea}=\frac{12r}{1+6r}.$$

Inserting the solution gives $W=\tfrac32k_sa^2e^2\rho$. An isotropic strain $e$ leaves the angles unchanged and costs $\tfrac32k_sa^2e^2$. For cell area $\Omega$, elasticity writes these energies as $2\mu_se^2\Omega$ and $2Be^2\Omega$, where $\mu_s$ is the shear modulus and $B$ the area modulus. Hence $\rho=\mu_s/B$.

Under uniaxial stress, $\sigma_{yy}=B(u_{xx}+u_{yy})+\mu_s(u_{yy}-u_{xx})=0$. The Poisson ratio is therefore $\nu=-u_{yy}/u_{xx}=(B-\mu_s)/(B+\mu_s)$, and

$$\rho=\frac{1-\nu}{1+\nu}.\tag{13}$$

In this force model $\Delta$ and $E_*$ are both multiplied by $\rho$. Relation (13) belongs to the two-constant spring model and is not general: a four-orbital tight-binding total-energy model of carbon gives $\rho=0.45$ at its own $\nu=0.32$, where (13) would give 0.51. The values below are therefore estimates, uncertain by at least ten percent in $\rho$. For a rough $\nu=0.17$, $\rho=0.71$ and

$$E_*\simeq0.71(0.0304)=0.022\ \text{eV}.$$

The chosen energy is still blocked if $U=0$. The exponent falls from 17.3 to 11.0, which is still large.

**Offset.** Stretching also changes the area and can shift the Dirac energy. A rough unscreened deformation constant of 3 eV gives $|U|=3(0.01)=0.030$ eV. With relaxation, $v\Delta=0.043$ eV, and (9) gives the windows

- $-0.007$ to $0.037$ eV for $U>0$;
- $-0.037$ to $0.007$ eV for $U<0$.

The chosen 0.010 eV is blocked in the first case and open in the second. For blocking with either sign, (8) requires $|U|<2(0.02155-0.010)=0.023$ eV. These are first-order values. At this strain the lattice band edges pull each window edge inwards by about 0.0005 eV and lower the bound to 0.022 eV. Screening must therefore remove about a quarter of the rough offset. Without knowledge of $U$, the unshifted threshold is not a reliable prediction for this device.

**Temperature.** With relaxation and $U=0$, (12) gives a mode fraction of $1.3\times10^{-7}$ at 10 K. This counts only thermally opened modes and leaves out tunnelling, whose factor for the slowest-decaying mode is $e^{-11.0}\simeq1.7\times10^{-5}$. At 10 K the small remaining current through this strip is carried mainly by tunnelling. At 300 K, where $\tau=0.026$ eV exceeds $E_*$, the mode fraction is 0.53. The strip then reduces the number of available modes but no longer blocks the current.

**Comparison with a suspended sheet.** The example resembles clean graphene stretched over a trench, with the supported parts as leads. The strain actually reached depends on the device; to first order, at fixed $\beta$ and $t_0$, the threshold is proportional to it. With the non-interacting velocity used here, the carrier density corresponding to 0.010 eV is about $10^{10}$ cm$^{-2}$, which demands a very clean sheet. At such low densities the Coulomb interaction, absent from the model, raises the velocity of suspended graphene by a factor of two or more. The same energy then corresponds to a few $10^{9}$ cm$^{-2}$ or less, and energies built from $v$, including $E_*$, are only indicative for such a device. For a lateral size of 1000 nm, the momentum step $\pi/W$ is 4 percent of the relaxed displacement, so a finite sheet can still resolve the separation of the cones. Real devices break the assumption of conserved $k_y$ through disorder, rough edges and uneven strain. Such scattering can supply the missing momentum; its size depends on the sample and is not estimated here. Of the corrections evaluated for low temperature, relaxation in the spring model lowers the threshold by about 29 percent, while the unscreened offset moves the centre of the window by 0.015 eV in either direction. The numerical output below lists the values used.

## Table of computed values

```
bond length a = 1.42 angstrom
unstrained hopping t0 = 2.70 eV
hopping decay parameter beta = 3.0 (no unit)
strain u_xx = 0.010 (no unit)
strip width L = 100 nm
lateral size W = 1000 nm
Fermi energy in leads = 0.010 eV
carrier density in leads at T=0 = 9.62e+09 cm^-2
v (times hbar) = 5.751 eV angstrom
strained hopping t1 = 2.6202 eV
strained hopping t2 = 2.6798 eV
cone displacement Delta = 0.01056 1/angstrom
lead mode limit E/v = 0.00174 1/angstrom
threshold, first order = 0.03037 eV
threshold, first order = 0.001116 hartree
threshold, finite strain = 0.02989 eV
first-order excess over finite-strain value = 1.64 percent
slowest decay constant kappa_min = 0.00865 1/angstrom
intensity decay length 1/(2 kappa_min) = 5.78 nm
exponent 2 kappa_min L = 17.30 (no unit)
exp(-2 kappa_min L) = 3.06e-08 (no unit)
lattice mean transmission at Fermi energy = 7.12e-09 (no unit)
comparison energy above threshold = 0.06075 eV
available mode fraction there = 0.500 (no unit)
lattice mean transmission there = 0.240 (no unit)
rough Poisson ratio = 0.17 (no unit)
sublattice relaxation factor = 0.709 (no unit)
threshold with relaxation = 0.02155 eV
exponent 2 kappa_min L with relaxation = 10.97 (no unit)
rough unscreened deformation constant = 3.0 eV
unscreened offset magnitude |U| = 0.0300 eV
window for U>0, relaxed: -0.00655 to 0.03655 eV
window for U<0, relaxed: -0.03655 to 0.00655 eV
largest |U| of either sign that keeps Fermi energy blocked = 0.02310 eV
thermal energy at 10 K = 0.00086 eV
thermal mode fraction at 10 K, relaxed, U=0 = 1.30e-07 (no unit)
thermal energy at 300 K = 0.02585 eV
thermal mode fraction at 300 K, relaxed, U=0 = 5.29e-01 (no unit)
lateral momentum step pi/W = 0.000314 1/angstrom
lateral step over relaxed displacement = 0.0419 (no unit)
```
